Counting and bisecting radial levels with LDLᵀ pivots

**What goes wrong without a count**

A radial solver that integrates outward and looks for a zero of u at the outer wall can miss levels. The wall value changes sign at each level, so two levels inside one energy interval leave the same sign at both ends. In the Coulomb well treated below, this happens for l = 0 between −0.6 and −0.1 hartree. A root search from a guess has a related fault: it may converge without telling which level it has found. Both faults disappear if the number of levels below any trial energy E is known. For a tridiagonal Hamiltonian, one pass over the grid gives this number.

**The matrix**

Hartree atomic units are used. The radial equation is

−u″/2 + V(r)u = Eu, u(0) = u(R) = 0,

where V is a local potential that includes l(l+1)/(2r²). Take r_i = ih for i = 1,…,N, with (N+1)h = R, and replace u″ by (u_{i+1} − 2u_i + u_{i−1})/h². The result is a real symmetric tridiagonal matrix H with

d_i = 1/h² + V(r_i), e = −1/(2h²) < 0

on and beside the diagonal. Its eigenvalues are E_0, E_1, … in rising order. The counting theorem concerns this matrix; how well it represents the continuum is a separate question.

**Pivots**

Seek H − E = L D Lᵀ, with D = diag(q_1,…,q_N) and L having ones on its diagonal and ℓ_i = L_{i+1,i} just below. Multiplying out gives

(LDLᵀ)_{i+1,i} = ℓ_i q_i, (LDLᵀ)_{ii} = q_i + ℓ_{i−1}² q_{i−1}.

The first must equal e, so ℓ_i = e/q_i. The second must equal d_i − E, so

q_1 = d_1 − E, q_i = d_i − E − e²/q_{i−1}.

The claim is that the number of negative q_i, called count(E), is the number of eigenvalues of H strictly below E.

**Proof by Sylvester's inertia law**

Let a symmetric matrix A have p negative eigenvalues. On the span of their eigenvectors, xᵀAx < 0 for every nonzero x. The other eigenvectors span a space W of dimension N − p on which xᵀAx ≥ 0. A subspace of dimension larger than p shares a nonzero vector with W, because the two dimensions add up to more than N. Hence p is the largest dimension of a subspace on which xᵀAx is negative.

Now let A = L D Lᵀ and y = Lᵀx. Then xᵀAx = yᵀDy. Since L has unit determinant, x → y is invertible and preserves the dimension of subspaces. A and D therefore have the same p. For D it is the number of negative q_i; for A = H − E, whose eigenvalues are E_j − E, it is the number of levels below E. The q_i themselves are not eigenvalues; only their signs carry over.

**A zero pivot**

If q_i = 0 with i < N, eliminate rows i and i+1 together. Their block is

B = [[0, e], [e, d_{i+1} − E]], det B = −e² < 0,

so B has one negative and one positive eigenvalue. Row i+2 couples only to the second row of B, and its pivot is d_{i+2} − E − e²(B⁻¹)_{22}. The 2×2 inverse gives (B⁻¹)_{22} = 0/(−e²) = 0, and elimination restarts with d_{i+2} − E.

The scalar recurrence reproduces this if the zero is not counted and the next pivot is set to −∞: one negative sign is recorded, and e²/(−∞) = 0 afterwards. If the last pivot is zero, E is itself an eigenvalue and the count still gives the levels strictly below it.

**Why the count is a node count**

Start the difference equation from u_0 = 0, u_1 = 1:

e u_{i+1} + (d_i − E)u_i + e u_{i−1} = 0.

Define ρ_i = −e u_{i+1}/u_i = |e| u_{i+1}/u_i. Then u_{i−1}/u_i = −e/ρ_{i−1}, and division of the equation by u_i gives

ρ_i = d_i − E − e²/ρ_{i−1}, ρ_1 = d_1 − E.

This is the pivot recurrence, so q_i = |e| u_{i+1}/u_i. A negative pivot is a sign change between r_i and r_{i+1}, and count(E) is the number of sign changes from r_1 to the wall point r_{N+1}. If u_{i+1} = 0, the next equation gives u_{i+2} = −u_i: one crossing, as in the zero-pivot rule.

At E = E_k the solution has u_{N+1} = 0, and k levels lie lower, so the eigenvector has k interior nodes. Levels cannot coincide: u_1 = 0 would make the whole vector vanish, and a nonzero u_1 fixes the rest.

The nodes move in one direction. Differentiating the recurrence and using e²/q_{i−1}² = u_{i−1}²/u_i² gives

u_i² dq_i/dE = −u_i² + u_{i−1}² dq_{i−1}/dE.

Repeated down to i = 1, this becomes

dq_i/dE = −(u_1² + … + u_i²)/u_i² < 0.

By linear interpolation, a node between r_i and r_{i+1} lies at r_i + h/(1 + |q_i|/|e|). As E rises, |q_i| grows and the node moves inward. A new one enters at the wall when q_N passes through zero, which is when E passes a level.

**A case to do by hand**

Take V = −1/r, h = 1 bohr and R = 5 bohr. The diagonal is 0, 0.5, 0.6667, 0.75 and e = −0.5, so e² = 0.25. At E = 0.5 hartree:

q_1 = 0 − 0.5 = −0.5
q_2 = 0 − 0.25/(−0.5) = 0.5
q_3 = 0.1667 − 0.25/0.5 = −0.3333
q_4 = 0.25 − 0.25/(−0.3333) = 1.0

Two pivots are negative. The eigenvalues are −0.4066, 0.1401, 0.7841 and 1.399 hartree, and two of them lie below 0.5. The outward solution 1, −1, −1, 0.6667, 1.3333 changes sign twice. At E = 0 the pivots are 0, −∞, 0.6667, 0.375, and the count is 1.

**The bisection solver**

A starting interval follows from the kinetic matrix. Its eigenvectors are sin(iθ), with θ = jπ/(N+1) and j = 1,…,N. Since sin((i+1)θ) + sin((i−1)θ) = 2cos θ sin(iθ), its eigenvalues are (1 − cos θ)/h², strictly between 0 and 2/h². Adding the diagonal potential puts every level between min V and 2/h² + max V.

```
count(E):
    q = d[1] - E
    c = 1 if q < 0 else 0
    for i = 2..N:
        if q == 0: q = -infinity
        else:      q = d[i] - E - e*e/q
        if q < 0:  c = c + 1
    return c

level(k, tol):                     # k = 0 is the lowest
    lo = min V;  hi = 2/h^2 + max V
    while hi - lo > tol:
        mid = (lo + hi)/2
        if count(mid) > k: hi = mid
        else:              lo = mid
    return lo, hi
```

The loop preserves count(lo) ≤ k < count(hi), which means lo ≤ E_k < hi. No initial guess is needed, and level k cannot be confused with its neighbour as long as their separation exceeds tol plus twice the rounding bound derived below. For tol well above the spacing of double-precision numbers near the level, the number of halvings is the smallest integer s with (hi − lo)/2^s ≤ tol, taken at the start. With tol below that spacing the loop may never end.

Each count costs N short steps, mainly one division each, and needs no stored pivots. For V = −1/r, l = 0, h = 0.1 bohr and R = 120 bohr, N = 1199 and the interval runs from −10.000 to 199.992 hartree. With tol = 10⁻¹² hartree, s = 48, because 2⁴⁷ < 2.1×10¹⁴ < 2⁴⁸. One level then costs 48 × 1199 ≈ 58,000 pivots. Counts already made for one level can narrow the interval for the next.

**Stability of the count**

The outward solution may grow enormously, but the recurrence keeps only ratios. Let ε = 2⁻⁵³ be the unit roundoff of double precision. Without overflow or underflow, the computed pivot obeys

q_i = [(d_i − E)(1 + α_i) − (e²/q_{i−1})(1 + β_i)](1 + g_i),

with |α_i|, |g_i| ≤ ε and, to first order, |β_i| ≤ 2ε from the rounded e² and the division. Put p_i = q_i/(1 + g_i), which has the same sign as q_i:

p_i = (d_i − E)(1 + α_i) − e²(1 + β_i)/[(1 + g_{i−1})p_{i−1}].

These are the exact pivots of a nearby matrix. Its diagonal differs by at most ε|d_i − E|. Each e² changes by a fraction of at most 3ε, hence each e by at most 1.5ε|e|. A row has at most two off-diagonal elements, and a symmetric perturbation moves no eigenvalue by more than its largest absolute row sum. To first order in ε, the count is therefore correct unless a level lies within

ε(max|d_i − E| + 3|e|)

of E. A centrifugal term enlarges max|d_i − E| and with it the bound. For V = −1/r, l = 0, E near the bound levels and h = 0.1 bohr this is about 1.1×10⁻¹⁶ × (100 + 150) = 2.8×10⁻¹⁴ hartree; for h = 0.05 bohr it is 1.1×10⁻¹³ hartree. It grows as 1/h², and a tolerance below it brings no further guaranteed accuracy. The bound refers to the matrix as stored; rounding when the d_i are formed is additional.

**The eigenvector**

The outward solution is a poor eigenvector when a long forbidden region lies before the wall, since any error in E feeds the growing solution. Eliminate from both ends instead. Let q⁺_i be the pivots above, and let

q⁻_N = d_N − E, q⁻_i = d_i − E − e²/q⁻_{i+1}.

Choose a meeting point m, set u_m = 1, and build outward from it:

u_i = −e u_{i+1}/q⁺_i for i < m, u_i = −e u_{i−1}/q⁻_i for i > m.

For i < m, row i of (H − E)u is (d_i − E − e²/q⁺_{i−1})u_i + e u_{i+1} = q⁺_i u_i + e u_{i+1} = 0. The rows beyond m vanish in the same way. Row m leaves

γ_m = d_m − E − e²/q⁺_{m−1} − e²/q⁻_{m+1} = q⁺_m + q⁻_m − (d_m − E).

So u is γ_m times column m of (H − E)⁻¹. Its component u_m = 1 then gives, with normalized eigenvectors v_j,

1/γ_m = [(H − E)⁻¹]_{mm} = Σ_j v_j(m)²/(E_j − E).

Close to E_k one term dominates and γ_m ≈ (E_k − E)/v_k(m)². The smallest |γ_m| thus selects a point where the eigenvector is large.

Expanding u in eigenvectors shows that ‖(H − E)u‖ is at least ‖u‖ times the distance from E to the nearest level. Some level therefore lies within |γ_m|/‖u‖ of E. Near E_k, ‖u‖ ≈ 1/|v_k(m)|, so this bound is about |E_k − E|/|v_k(m)|, larger than the actual error.

The two-sided elimination is again a congruence, with pivots q⁺_i before m, γ_m at m and q⁻_i after it. All except γ_m mark sign changes of u. Hence

nodes(u) = count(E) − 1 if γ_m < 0, nodes(u) = count(E) if γ_m > 0.

Take m at the smallest |γ_m|, so that the term of level k dominates 1/γ_m. Just below E_k the count is then k and γ_m > 0; just above, the count is k+1 and γ_m < 0. Both sides give k nodes. At a point m where v_k(m)² is tiny, such as far out in the tail, that term need not dominate at a given offset; γ_m can have the other sign and the node number is then off by one. These formulas assume nonzero pivots; if one vanishes, shift E slightly within the final bracket.

**An independent check: the Coulomb well on a grid**

For V = −Z/r, l = 0 and no outer wall, the difference equation can be solved in closed form. Write h²E = 1 − cosh s with s > 0, and multiply row i by −2h²i:

i(u_{i+1} + u_{i−1} − 2cosh s u_i) + 2hZ u_i = 0.

Let G(x) = Σ u_i x^i and F = (x + 1/x − 2cosh s)G. Multiplying by x^i and summing gives xF′ + 2hZ G = 0, because x d/dx produces the factor i. With a = e^s and b = e^{−s}, x(x + 1/x − 2cosh s) = (x − a)(x − b), so

F′/F = −2hZ/[(x − a)(x − b)] = ν[1/(x − b) − 1/(x − a)], ν = hZ/sinh s.

The last step uses a − b = 2sinh s. Integration gives F ∝ [(x − b)/(x − a)]^ν, and then

G ∝ x(x − b)^{ν−1}/(x − a)^{ν+1}.

A decaying u_i requires G to be regular for |x| < 1. The point b lies there, so ν must be a positive integer n. What remains is a pole at a > 1, which does give decay. From sinh s = hZ/n,

E_n = [1 − √(1 + h²Z²/n²)]/h² = −Z²/(2n²) + h²Z⁴/(8n⁴) − h⁴Z⁶/(16n⁶) + …

Here n = k + 1. For Z = 1, R = 120 bohr and h = 0.1 bohr, bisection gives −0.4987562, −0.1249220, −0.0555401 and −0.0312451 hartree. These levels, and those for h = 0.05 bohr, agree with the formula within the tested 10⁻¹¹ hartree. A 40-digit count confirmed each final bracket after widening both ends by twice the rounding bound. The vectors have 0, 1, 2 and 3 nodes. For n = 3 the nodes lie at 1.904 and 7.101 bohr, against 1.902 and 7.098 bohr in the continuum.

The lowest level is 1.244×10⁻³ hartree above the continuum value −0.5; the leading term predicts 0.01/8 = 1.25×10⁻³. Halving h divides the error by 3.985. The extrapolation [4E(h/2) − E(h)]/3 cancels the h² term and leaves h⁴/64 = 1.6×10⁻⁶ hartree. It gives −0.499998 hartree, or −13.6057 eV.

**Reading the counts, and where they mislead**

At −0.04 hartree the count is 3 for l = 0 and 2 for l = 1. At E = 0 it is 9 and 8. The Coulomb well without a wall has infinitely many l = 0 levels below zero, as the formula for E_n shows, so the finite count there is a property of the box. Repeat the run with a larger R before trusting weakly bound levels.

The grid can also alter a count. At E = −0.499 hartree the continuum has one l = 0 level below E, while the matrix with h = 0.1 bohr has none, since its lowest level is −0.4988 hartree. A correct count does not cure a coarse grid.

Counting nodes of the outward solution at a converged energy needs care. When E exceeds the n = 3 level by 10⁻³, 10⁻⁶ and 10⁻⁹ hartree, a third node lies just beyond 24.9, 40.5 and 53.8 bohr. It is the node that entered at the wall, not a node of the eigenvector. Take the nodes from the two-sided vector.

On other grids the equation may become Hu = ESu, with H and S symmetric tridiagonal and S positive definite. The pivots of H − ES still count levels, because S^{−1/2}(H − ES)S^{−1/2} is a congruence whose eigenvalues are E_j − E. The link between pivots and sign changes also needs every off-diagonal element of H − ES to be negative. A nonlocal potential or a wider difference stencil destroys the tridiagonal form; Sylvester's law survives, but this scalar recurrence does not.

The full set of values is in the numerical output below.

Table of computed values

```
Four-point matrix, Z = 1, h = 1 bohr
diagonal (hartree): [0.     0.5    0.6667 0.75  ]  off-diagonal: -0.5
eigenvalues (hartree): [-0.4066  0.1401  0.7841  1.399 ]
E = 0.5 hartree: pivots (hartree) [-0.5     0.5    -0.3333  1.    ]  count 2
E = 0.0 hartree: pivots (hartree) [0.       -inf 0.6667 0.375 ]  count 1
outward u at E = 0.5, r = 1..5 bohr (no unit): [ 1.     -1.     -1.      0.6667  1.3333]
Coulomb well: Z = 1.0, R = 120.0 bohr, tolerance 1e-12 hartree
h = 0.1 bohr: N = 1199, start interval -10.000 to 199.992 hartree
 n=1: E = -0.4987562112, infinite grid -0.4987562112 hartree
   nodes 0, minus continuum 1.244e-03, residual bound 1e-12 hartree
 n=2: E = -0.1249219725, infinite grid -0.1249219725 hartree
   nodes 1, minus continuum 7.803e-05, residual bound 2e-12 hartree
 n=3: E = -0.0555401320, infinite grid -0.0555401320 hartree
   nodes 2, minus continuum 1.542e-05, residual bound 2e-12 hartree
   node radii (bohr): [1.904 7.101]  continuum: [1.902 7.098]
 n=4: E = -0.0312451187, infinite grid -0.0312451187 hartree
   nodes 3, minus continuum 4.881e-06, residual bound 2e-12 hartree
 halvings per level 48, rounding bound 2.8e-14 hartree
h = 0.05 bohr: N = 2399, start interval -20.000 to 799.992 hartree
 n=1: E = -0.4996878900, infinite grid -0.4996878900 hartree
   nodes 0, minus continuum 3.121e-04, residual bound 1e-12 hartree
 n=2: E = -0.1249804749, infinite grid -0.1249804749 hartree
   nodes 1, minus continuum 1.953e-05, residual bound 7e-13 hartree
 n=3: E = -0.0555516981, infinite grid -0.0555516981 hartree
   nodes 2, minus continuum 3.857e-06, residual bound 3e-12 hartree
 n=4: E = -0.0312487794, infinite grid -0.0312487794 hartree
   nodes 3, minus continuum 1.221e-06, residual bound 1e-12 hartree
 halvings per level 50, rounding bound 1.1e-13 hartree
Counts below E for h = 0.1 bohr
 E = -0.60 hartree: l=0 count 0, l=1 count 0
 E = -0.30 hartree: l=0 count 1, l=1 count 0
 E = -0.10 hartree: l=0 count 2, l=1 count 1
 E = -0.04 hartree: l=0 count 3, l=1 count 2
 E =  0.00 hartree: l=0 count 9, l=1 count 8
Outermost node of the outward solution just above level n = 3
 E - E_3 = 1e-03 hartree: node just beyond 24.9 bohr
 E - E_3 = 1e-06 hartree: node just beyond 40.5 bohr
 E - E_3 = 1e-09 hartree: node just beyond 53.8 bohr
Error ratio on halving h, n = 1: 3.9851
Extrapolated lowest level: -0.49999845 hartree = -13.60565 eV
```
